# How Random Period Errors Weaken the Mean Amplitude in Multilayer Mirrors

A multilayer mirror reflects soft X-rays by adding many weak reflections in step. Each bilayer here consists of a cobalt layer above a carbon spacer. The cobalt thickness \(d_{\rm Co}\) is fixed, while the spacer thickness varies from one deposition step to the next. The bilayers are numbered \(j=0,1,\dots,N-1\) from the top, so bilayer \(j\) lies below \(j\) complete periods. Period number \(m\) has thickness \(d+e_m\), where the errors \(e_m\) are independent Gaussian variables of zero mean and standard deviation \(s\). Angle brackets denote the average over an ensemble of mirrors made in this way.

Light arrives at normal incidence. Depth \(z\) increases downward from the top of the first cobalt layer, and the time factor is \(e^{-i\omega t}\), so a downward wave is \(e^{ikz}\). In atomic units the vacuum wavenumber is \(\omega/c\), and the mean wavenumber in the stack is \(k=\bar n\,\omega/c\), with \(\bar n\) the refractive index averaged over the nominal period, weighted by thickness. Carbon is taken to lie above and below the stack, which makes all bilayers alike. The treatment is kinematic: each wave is reflected once, and the loss of the incident beam to reflection is neglected.

## (a) One bilayer at a given depth

**Find the amplitude \(A_j\) that a bilayer at depth \(z_j\) returns to the top of the stack, to leading order in the index contrast.**

**Solution.** At normal incidence the Fresnel amplitude for passing from carbon to cobalt is

\[
\rho=\frac{n_{\rm C}-n_{\rm Co}}{n_{\rm C}+n_{\rm Co}} .
\]

At the lower face of the cobalt layer the two indices change places, so the amplitude is \(-\rho\). Crossing the upper face down and up multiplies the second wave by \((1+\rho)(1-\rho)=1-\rho^2\), which is replaced by 1 at leading order. The second wave also travels the cobalt thickness twice. Relative to the top of the bilayer, the sum is

\[
f=\rho\left(1-e^{2ikd_{\rm Co}}\right).
\]

The mean \(k\) replaces the cobalt wavenumber here. The difference is proportional to the contrast and multiplies \(\rho\), which is already of first order, so it is a higher correction.

The wave then travels from the surface to \(z_j\) and back, a path of \(2z_j\). Therefore

\[
A_j=f\,e^{2ikz_j}.
\]

Over a nominal period the mean wavenumber gives the correct phase, since \(kd=k_{\rm Co}d_{\rm Co}+k_{\rm C}d_{\rm C}\) by its definition. For the spacer error, replacing \(k_{\rm C}e_m\) by \(ke_m\) is again a leading-order step; its size is found in part (g).

## (b) The average over period errors

**Take \(k\) real. Find the variance of the depth of bilayer \(j\), and then \(\langle A_j\rangle\).**

**Solution.** The depth is the sum of the periods above:

\[
z_j=\sum_{m=0}^{j-1}(d+e_m)=jd+\sum_{m=0}^{j-1}e_m .
\]

Variances of independent variables add, so \(\operatorname{Var}z_j=js^2\). A misplaced bilayer carries all those below it along, and the typical position error grows as \(\sqrt j\).

Inserting the depth into \(A_j\) gives a product with one factor per error. For independent errors the mean of the product is the product of the means:

\[
\langle A_j\rangle=f e^{2ikjd}\prod_{m=0}^{j-1}\left\langle e^{2ike_m}\right\rangle .
\]

Each mean is the integral

\[
\left\langle e^{2ike}\right\rangle
=\frac{1}{\sqrt{2\pi}\,s}\int_{-\infty}^{\infty}
\exp\left(-\frac{e^2}{2s^2}+2ike\right)de .
\]

To complete the square, expand

\[
-\frac{(e-2iks^2)^2}{2s^2}
=-\frac{e^2-4iks^2e-4k^2s^4}{2s^2}
=-\frac{e^2}{2s^2}+2ike+2k^2s^2 .
\]

The exponent in the integral is therefore the shifted square minus \(2k^2s^2\). The integration line may be moved by \(2iks^2\) in the complex plane, because the Gaussian has no poles and vanishes at the distant ends. The remaining integral equals \(\sqrt{2\pi}\,s\), so

\[
\left\langle e^{2ike}\right\rangle=e^{-2k^2s^2},
\qquad
\boxed{\langle A_j\rangle=f\,e^{2ikjd}\,e^{-2jk^2s^2}} .
\]

The factor 2 in the exponent comes from the doubled path: the phase variance per period is \((2k)^2s^2\), and a Gaussian average contributes half of it.

For \(j=0\) there is no reduction, as no period lies above. If the top bilayer were called number 1, the exponent would contain \(j-1\). The factor falls to \(1/e\) at

\[
j_e=\frac{1}{2k^2s^2}.
\]

If the reflecting layer varied too, a bilayer's own error would change its \(f\). As long as that error is independent of those above, the result holds with \(f\) replaced by \(\langle f\rangle\).

## (c) What is reduced, and what absorption changes

**Does the factor mean that each mirror reflects less from its deep bilayers? Extend the result to \(k=k'+ik''\).**

**Solution.** For real \(k\), the phase factor in \(A_j=fe^{2ikz_j}\) has modulus 1 whatever the errors are. Hence

\[
|A_j|^2=|f|^2\quad\text{in each mirror},\qquad
|\langle A_j\rangle|^2=|f|^2e^{-4jk^2s^2}.
\]

No light has been absorbed or lost. The deep reflections keep their strength, but they return with different phases in different mirrors and partly cancel in the average.

With absorption, the Gaussian integral is unchanged, since completing the square did not require real \(k\). Using

\[
k^2=k'^2-k''^2+2ik'k'',
\]

the factor becomes

\[
e^{-2jk^2s^2}=e^{-2j(k'^2-k''^2)s^2}\;e^{-4ijk'k''s^2}.
\]

The modulus is slightly larger than for the real wavenumber \(k'\) alone. Absorption gives a total thickness error \(\delta\) the weight \(e^{-2k''\delta}\), which rises more for a thin stack than it falls for an equally likely thick one, so its average exceeds 1. The same weighting favours thin stacks and so causes the extra phase, which is that of a shorter path. Ordinary absorption is contained separately in \(e^{2ikjd}\), whose modulus is \(e^{-2k''jd}\).

## (d) Errors that do not accumulate, and correlated errors

**First let each interface be displaced independently, with standard deviation \(\sigma\), about a fixed periodic lattice. Then return to period errors, with correlation coefficient \(c\) between neighbouring periods and none between more distant ones. Find the mean in each case.**

**Solution.** In the first case an interface meant to lie at \(Z\) lies at \(Z+u\), and its reflection acquires the factor \(e^{2iku}\). The integral of part (b) gives

\[
\left\langle e^{2iku}\right\rangle=e^{-2k^2\sigma^2}.
\]

This holds at every depth. Both interfaces of a bilayer have the same factor, so the mean amplitude of the whole stack is reduced by it as well. The exponent does not contain \(j\), since a displacement is not passed on to the layers below.

In the second case, take the errors to be jointly Gaussian, so that their sum is Gaussian. Among \(j\ge1\) successive periods there are \(j-1\) neighbouring pairs, each with covariance \(cs^2\). Each pair appears twice in the square of the sum:

\[
\operatorname{Var}z_j=s^2\left[j+2c(j-1)\right],
\]

\[
\langle A_j\rangle=f e^{2ikjd}
\exp\left\{-2k^2s^2\left[j+2c(j-1)\right]\right\}.
\]

In a long stack, correlation between neighbours alone is possible only for \(|c|\le\tfrac12\). Positive correlation speeds up the decay with depth. The value \(c=-\tfrac12\) connects the two cases. If whole bilayers are displaced independently by \(u_m\) about a lattice, then \(e_m=u_{m+1}-u_m\). The variance of \(e_m\) is \(2\sigma^2\), and the covariance of neighbours is \(-\sigma^2\), so \(c=-\tfrac12\). The bracket becomes \(j-(j-1)=1\), and the accumulation disappears. The variance is then \(s^2=2\sigma^2\) for every bilayer below the top one, rather than \(\sigma^2\), because \(z_j\) is measured from the top bilayer, which is itself displaced. Depth-dependent damping thus requires more than imperfect periods: their errors must fail to compensate one another.

## (e) The whole stack

**Return to independent errors. Find the mean amplitude and the mean reflectivity of \(N\) bilayers, and examine a long stack without absorption at the Bragg condition \(k'd=\pi\).**

**Solution.** Let \(S=\sum_jA_j\), and define

\[
Q=e^{2ikd-2k^2s^2}.
\]

Part (b) gives \(\langle A_j\rangle=fQ^j\), and the geometric sum is

\[
\langle S\rangle=f\sum_{j=0}^{N-1}Q^j=f\,\frac{1-Q^N}{1-Q}.
\]

The mean reflectivity \(\langle|S|^2\rangle\) needs the pair products \(A_jA_l^*\). Let \(j=l+m\) with \(m>0\), and let \(\Delta=z_j-z_l\) be the thickness of the \(m\) periods between the two bilayers. Then

\[
A_jA_l^*=|f|^2e^{2ikz_j-2ik^*z_l}
=|f|^2e^{-4k''z_l}\,e^{2ik\Delta},
\]

because \(2i(k-k^*)=-4k''\). The periods above both bilayers cancel in phase and leave only absorption. Each of these \(l\) periods contributes

\[
P=\left\langle e^{-4k''(d+e)}\right\rangle
=e^{-4k''d+8k''^2s^2},
\]

where the last term follows from \(\langle e^{ae}\rangle=e^{a^2s^2/2}\) with \(a=-4k''\). Each of the \(m\) periods in between contributes \(Q\). The mean pair product is therefore \(|f|^2P^lQ^m\). The pair in reverse order gives its complex conjugate, and the equal pair gives \(|f|^2P^l\). Adding them,

\[
\langle R\rangle=|f|^2\sum_{l=0}^{N-1}P^l
\left[1+2\,{\rm Re}\sum_{m=1}^{N-1-l}Q^m\right].
\]

This step uses a fixed \(f\), which is why the errors were placed in the spacers. The mean reflectivity exceeds the squared mean amplitude by

\[
\langle|S|^2\rangle-|\langle S\rangle|^2
=\langle|S-\langle S\rangle|^2\rangle ,
\]

the variance of the complex amplitude among mirrors.

Without absorption and at the Bragg condition, \(P=1\) and \(Q=q=e^{-2k^2s^2}\). A separation \(m\) occurs \(N-m\) times, so

\[
\langle R\rangle=|f|^2\left[N+2\sum_{m=1}^{N-1}(N-m)q^m\right].
\]

For \(s=0\) we have \(q=1\), and the bracket is \(N+N(N-1)=N^2\): all reflections add in step. For \(N\gg j_e\) the sum is dominated by separations much smaller than \(N\), and to leading order

\[
\langle R\rangle\simeq N|f|^2\left(1+\frac{2q}{1-q}\right)
=N|f|^2\,\frac{1+q}{1-q},
\qquad
|\langle S\rangle|\to\frac{|f|}{1-q}.
\]

The mean amplitude saturates while the mean reflectivity grows in proportion to \(N\), as for separate groups of bilayers with unrelated phases. Both forms require \(\langle R\rangle\ll1\); beyond that, single scattering fails. With the values of part (f) but no absorption, \(|f|/(1-q)\) would be about 0.9, so that mirror could not reach this limit; it needs weaker bilayers or larger errors.

## (f) A cobalt/carbon mirror at 275 eV

**Take \(N=40\), \(s=0.05\) nm and a cobalt fraction of 0.4. Use the rough indices \(n_{\rm Co}=0.990+0.005i\) and \(n_{\rm C}=0.999+0.0002i\). Evaluate the last bilayer and the stack, and find the \(s\) that would keep the last factor at 0.9.**

**Solution.** The photon energy corresponds to a vacuum wavelength of 4.5085 nm. The mean index is

\[
\bar n=0.4\,n_{\rm Co}+0.6\,n_{\rm C}=0.9954+0.00212i .
\]

Multiplication by \(2\pi/(4.5085\ {\rm nm})\) gives \(k'=1.3872\) nm⁻¹ and \(k''=0.00295\) nm⁻¹. The Bragg condition then sets \(d=\pi/k'=2.265\) nm, of which 0.906 nm is cobalt. Part (a) gives \(|f|=0.00973\).

The exponent per period is

\[
2k'^2s^2=2(1.3872)^2(0.05)^2=0.00962 .
\]

For the last bilayer, \(j=39\), the position error is \(0.05\sqrt{39}=0.312\) nm and the factor is

\[
e^{-39\times0.00962}=e^{-0.375}=0.687 .
\]

With the mean wavenumber, absorption adds a phase of \(-0.0016\) rad. The errors lie in the carbon, which absorbs about ten times less than the average, so the actual phase is nearer \(-0.00015\) rad. Both values are negligible here. The \(1/e\) depth is 104 periods, or 235 nm. In 20,000 stacks with randomly drawn errors, the average of the phase factor for this bilayer had modulus 0.684, in agreement with the formula; the standard error of the complex average is 0.005.

The formulas of part (e) give these single-scattering results at fixed photon energy:

- Reflectivity of the perfect stack: 9.20%.
- Squared mean amplitude: 6.62%.
- Mean reflectivity: 8.14%.

The squared mean amplitude is 28% below the perfect reflectivity, in relative terms, but the mean reflectivity is only 12% below it. Using the first figure for the expected loss of a mirror at this photon energy would more than double that loss. Even the 12% is not the loss of peak reflectivity, because the errors also shift the peak from mirror to mirror. If each mirror is used at the photon energy of its own maximum, with the indices held fixed, a full-wave calculation gives a mean loss of only about 5%. Among the random stacks the reflectivity had a standard deviation of 0.85 percentage points, so one mirror may differ noticeably from the mean.

For a last factor of 0.9, solve \(2\times39\,k'^2s^2=\ln(1/0.9)=0.1054\):

\[
s=\sqrt{\frac{0.1054}{78(1.3872)^2}}\ {\rm nm}
=0.0265\ {\rm nm}=0.265\ \text{Å}.
\]

This tolerance applies to independent errors and to the mean amplitude of the last bilayer. It is not a bound on the reflectivity of a particular mirror.

## (g) How far the model can be trusted

**Estimate the effect of multiple reflection and of the main departures from the assumed errors. Set the example beside real mirrors.**

**Solution.** Multiple reflection can be included by working upward from the bottom. Let \(r_{12}\) be the Fresnel amplitude of an interface and \(g\) the amplitude returned to it from below, including the round trip through the next layer. Summing the repeated reflections gives

\[
r=r_{12}+(1-r_{12}^2)g\sum_{p=0}^{\infty}(-r_{12}g)^p
=\frac{r_{12}+g}{1+r_{12}g}.
\]

Starting with no wave from below the stack and applying this at every interface, with each layer's own wavenumber, gives the full-wave amplitude for flat layers.

For the perfect stack the full-wave reflectivity is 8.71%, against 9.20% for single scattering. For the random stacks the mean is 7.75%, against 8.14%. The single-scattering formulas thus overestimate both by 5 to 6%, but the ratio of mean to perfect reflectivity hardly changes: 0.89 against 0.88. For the perfect stack, about 0.1 percentage point of the difference comes from using the mean wavenumber inside the cobalt layers, and the rest from multiple reflection. The amplitude added by the last bilayer of the perfect stack is 0.93 of its single-scattering value. Replacing the carbon above the stack by vacuum changes the perfect reflectivity only to 8.74%.

The leading-order claim can be examined by shrinking the index contrast while holding the mean index fixed. Over the random stacks, the root-mean-square difference between the full-wave and single-scattering amplitudes, relative to the latter, was 3.5% at full contrast, 0.086% at one tenth and 0.0084% at one hundredth. At one hundredth, the amplitude added by the last bilayer had a mean factor of 0.684. Its difference from the derived 0.687 is comparable to the sampling error, though this test uses the same random errors as the average in part (f).

The assumptions about the errors matter to very different degrees:

- **Shape of the distribution.** Errors spread uniformly between \(\pm\sqrt3\,s\) have the same standard deviation. Their average per period is \(\sin x/x\) with \(x=2\sqrt3\,k's\), and its 39th power is 0.6866, against 0.6871 for Gaussian errors and real \(k\). The shape matters more when rare, large errors carry the variance: if each period had a 1% chance of being wrong by 0.5 nm, with either sign equally likely, and were otherwise exact, \(s\) would be the same but the factor would be 0.726.
- **Wavenumber in the spacer.** Using the real part of the carbon wavenumber for the errors gives 0.685.
- **Correlation.** With \(c=0.2\), part (d) replaces 39 by \(39+0.4\times38=54.2\), and the factor falls to 0.594.
- **A common offset.** If every period is 0.01 nm too thick, the phase error grows as \(j\), not \(\sqrt j\). With no random errors and the photon energy held fixed, the single-scattering reflectivity falls from 9.20% to 8.29%, and to 8.33% if the periods are instead 0.01 nm too thin. In the full-wave calculation the sign matters more, because the peak of the perfect stack lies slightly below 275 eV: the reflectivity falls from 8.71% to 7.67% for thick periods but only to 8.17% for thin ones.
- **Temperature.** For an assumed expansion coefficient of \(10^{-5}\) K⁻¹ and a warming of 10 K, the phase of the last bilayer shifts by 0.025 rad, which is small.

Cobalt/carbon is a real choice for mirrors just below the carbon K edge, where carbon absorbs weakly, and a period near 2.3 nm is what normal incidence requires there. The optical constants used are rough, and those of carbon change quickly near the edge, so the reflectivities are illustrative. The assumed \(s\) is about 2% of the period; it was chosen to make the effect visible and is not a measured value. Real mirrors also break the assumption of sharp, flat interfaces. For Gaussian roughness the specular amplitude is the lateral average of the local phase factor, so part (d) applies within single scattering. An assumed roughness of 0.3 nm gives a factor of 0.707 at every depth and halves the reflectivity. In this example that loss is larger than the one caused by the accumulated period errors, and the two differ in kind: roughness that is the same at every interface weakens all bilayers equally, whereas period errors make the phase difference between two bilayers grow with their separation. The top and the bottom of the stack are then both less well in step with the whole than the middle is.
